# Spin-orbit coupling and its factor one half from the Dirac equation: test program

```python
"""
Result under test: eliminating the small Dirac component in a central potential
energy V(r) gives the spin-orbit operator  (1/(2 c^2 r)) (dV/dr) l.s  at order 1/c^2.
Before expansion it carries the factor K^2, K = 2c^2/(2c^2 + E - V).
Hartree atomic units; E excludes the rest energy; s = sigma/2; l = r x p.
kappa = +1 labels p1/2 and kappa = -2 labels p3/2; P, Q are the large and small
radial functions. Model: V = -(1 + (Z-1) exp(-mu r))/r; mu = 0 is pure Coulomb.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, polar
from scipy.special import roots_genlaguerre, eval_genlaguerre, gammaln

C = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]

# ---------- operator identities on an explicit two-component function ----------
X = sp.symbols("x y z", real=True)
rho = sp.symbols("rho", positive=True)
R = sp.sqrt(sum(q**2 for q in X))
PAULI = [sp.Matrix([[0, 1], [1, 0]]),
         sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
POINT = {X[0]: sp.Rational(3, 5), X[1]: sp.Rational(-2, 5), X[2]: sp.Rational(7, 10)}


def momentum(f, i, A=(0, 0, 0)):
    return -sp.I * f.diff(X[i]) + A[i] * f


def sigma_momentum(f, A=(0, 0, 0)):
    total = sp.zeros(2, 1)
    for i in range(3):
        total += PAULI[i] * momentum(f, i, A)
    return total


def at_point(f):
    return np.array([complex(sp.N(e.subs(POINT), 25)) for e in f])


gauss = sp.exp(-(X[0]**2 + 2 * X[1]**2 + X[2]**2) / 3)
phi = sp.Matrix([(X[0] + 2 * X[1] * X[2]) * gauss,
                 (X[2] + sp.I * X[1] + X[0]**2) * gauss])
c_test, E_test = sp.Integer(2), sp.Rational(-1, 3)   # small c: K is far from 1
V_rho = -3 * sp.exp(-rho / 2) / rho
K = (2 * c_test**2 / (2 * c_test**2 + E_test - V_rho)).subs(rho, R)
slope = V_rho.diff(rho).subs(rho, R)

eliminated = sigma_momentum(K * sigma_momentum(phi)) / 2
spin_free = sp.zeros(2, 1)
l_dot_s_phi = sp.zeros(2, 1)
for i in range(3):
    j, k = (i + 1) % 3, (i + 2) % 3
    spin_free += momentum(K * momentum(phi, i), i) / 2
    l_i_phi = X[j] * momentum(phi, k) - X[k] * momentum(phi, j)
    l_dot_s_phi += PAULI[i] * l_i_phi / 2
spin_orbit = K**2 * slope / (2 * c_test**2 * R) * l_dot_s_phi
so_value = at_point(spin_orbit)
identity_error = np.max(np.abs(at_point(eliminated) - at_point(spin_free) - so_value))
assert np.max(np.abs(so_value)) > 1e-3
assert identity_error < 1e-12

# Uniform magnetic field: the same algebra must give sigma.B/2, hence g = 2.
B = [sp.Rational(3, 10), sp.Rational(-1, 2), sp.Rational(7, 10)]
A = [(B[(i + 1) % 3] * X[(i + 2) % 3] - B[(i + 2) % 3] * X[(i + 1) % 3]) / 2
     for i in range(3)]
magnetic_lhs = sigma_momentum(sigma_momentum(phi, A), A) / 2
magnetic_rhs = sp.zeros(2, 1)
for i in range(3):
    magnetic_rhs += momentum(momentum(phi, i, A), i, A) / 2 + B[i] * PAULI[i] * phi / 2
magnetic_error = np.max(np.abs(at_point(magnetic_lhs) - at_point(magnetic_rhs)))
assert magnetic_error < 1e-12


# ---------- Lorentz boosts: rest-frame field and Thomas rotation ----------
def boost(v):
    """Passive boost of (ct, x, y, z) to a frame of velocity v, in units of c."""
    v = np.asarray(v, float)
    v2 = v @ v
    g = 1 / np.sqrt(1 - v2)
    m = np.eye(4)
    m[0, 0] = g
    m[0, 1:] = m[1:, 0] = -g * v
    m[1:, 1:] += (g - 1) * np.outer(v, v) / v2
    return m


beta, dbeta = 0.01, 0.001
field = np.zeros((4, 4))
field[0, 2], field[2, 0] = -1.0, 1.0              # unit electric field along y
moved = boost([beta, 0, 0]) @ field @ boost([beta, 0, 0]).T
magnetic_coefficient = moved[1, 2] / beta         # F12 = -Bz, so this is -Bz/(v E)
assert abs(magnetic_coefficient - 1) < 1e-3       # tolerance: terms of order beta^2

rotation, _ = polar(boost([beta, dbeta, 0]) @ boost([-beta, 0, 0]))
thomas_coefficient = rotation[1, 2] / (beta * dbeta)
assert abs(thomas_coefficient - 0.5) < 1e-3       # tolerance: terms of order beta^2

# ---------- eigenvalues of l.s for l = 1 ----------
lz = np.diag([1.0, 0.0, -1.0])
lp = np.sqrt(2) * np.diag([1.0, 1.0], 1)
lx, ly = (lp + lp.T) / 2, (lp - lp.T) / 2j
ls_matrix = sum(np.kron(a, np.array(s.tolist(), complex) / 2)
                for a, s in zip((lx, ly, lz), PAULI))
ls_values = np.linalg.eigvalsh(ls_matrix)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
ls_low, ls_high = ls_values[0], ls_values[-1]


# ---------- radial equations in a Laguerre basis ----------
def potential(r, Z, mu):
    return -(1 + (Z - 1) * np.exp(-mu * r)) / r


def potential_slope(r, Z, mu):
    e = (Z - 1) * np.exp(-mu * r)
    return (1 + e) / r**2 + mu * e / r


def laguerre(n, g, x):
    """Scaled Laguerre polynomials and their derivatives, rows k = 0..n-1."""
    k = np.arange(n)[:, None]
    norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * g + 1)))
    L = norm * eval_genlaguerre(k, 2 * g, x)
    dL = -norm * np.where(k > 0, eval_genlaguerre(np.maximum(k - 1, 0), 2 * g + 1, x), 0)
    return L, dL


def radial_matrices(kappa, g, Z, mu, lam, n):
    """Matrices of d/dr + kappa/r and of V in functions r^g exp(-lam r) L_k."""
    x, w = roots_genlaguerre(2 * n, 2 * g - 1)
    L, dL = laguerre(n, g, x)
    D = 2 * lam * (L * w) @ ((g + kappa - x / 2) * L + x * dL).T
    Vm = (L * w * x * potential(x / (2 * lam), Z, mu)) @ L.T
    return D, Vm


def dirac_level(kappa, Z, mu, c, near, n=30):
    g = np.sqrt(kappa**2 - (Z / c)**2)
    D, Vm = radial_matrices(kappa, g, Z, mu, 0.4 * Z, n)
    H = np.block([[Vm, c * D.T], [c * D, Vm - 2 * c**2 * np.eye(n)]])
    levels = eigh(H, eigvals_only=True)
    return levels[np.argmin(np.abs(levels - near))]


def schroedinger_2p(Z, mu, n=30):
    """Energy, and r, quadrature weights, P, dP/dr of the 2p orbital."""
    lam = 0.4 * Z
    D, Vm = radial_matrices(-2, 2.0, Z, mu, lam, n)
    energies, vectors = eigh(D.T @ D / 2 + Vm)
    t, w = np.polynomial.legendre.leggauss(400)
    r_max = 60 / lam
    r, w = r_max * (t + 1) / 2, w * r_max / 2
    x = 2 * lam * r
    L, dL = laguerre(n, 2.0, x)
    envelope = np.sqrt(2 * lam) * x**2 * np.exp(-x / 2)
    P = envelope * (vectors[:, 0] @ L)
    dP = 2 * lam * envelope * (vectors[:, 0] @ ((2 / x - 0.5) * L + dL))
    assert abs(w @ P**2 - 1) < 1e-9
    return energies[0], r, w, P, dP


# Solver checks on the pure Coulomb potential, where closed results exist.
for Zc in (20, 80):
    E0c, r, w, P, dP = schroedinger_2p(Zc, 0.0)
    assert abs(E0c + Zc**2 / 8) < 1e-7
    mean = w @ (P**2 * potential_slope(r, Zc, 0.0) / r)
    assert abs(mean / (Zc**4 / 24) - 1) < 1e-8
    for kappa in (1, -2):
        g = np.sqrt(kappa**2 - (Zc / C)**2)
        closed = C**2 * (1 / np.sqrt(1 + (Zc / C)**2 / (2 - abs(kappa) + g)**2) - 1)
        assert abs(dirac_level(kappa, Zc, 0.0, C, E0c) - closed) < 1e-6

# ---------- worked example ----------
Z, mu = 20, 1.0
E0, r, w, P, dP = schroedinger_2p(Z, mu)
V = potential(r, Z, mu)
mean_slope = w @ (P**2 * potential_slope(r, Z, mu) / r)
mean_r = w @ (P**2 * r)
first_order = (ls_high - ls_low) * mean_slope / (2 * C**2)

# Potential energy and norm of the small component built from the same orbital.
Q_half = (dP + P / r) / (2 * C)
Q_three = (dP - 2 * P / r) / (2 * C)
small_V_half, small_V_three = w @ (V * Q_half**2), w @ (V * Q_three**2)
small_norm_half, small_norm_three = w @ Q_half**2, w @ Q_three**2
assert abs((small_V_three - small_V_half) / first_order - 1) < 1e-8
assert abs(small_norm_three / small_norm_half - 1) < 1e-8

# Full Dirac levels with c, 2c and 4c.
factors = (1, 2, 4)
levels = {f: (dirac_level(1, Z, mu, f * C, E0), dirac_level(-2, Z, mu, f * C, E0))
          for f in factors}
for kappa, E in zip((1, -2), levels[1]):
    assert abs(dirac_level(kappa, Z, mu, C, E0, n=24) - E) < 1e-6
splitting = {f: levels[f][1] - levels[f][0] for f in factors}
ratio = {f: splitting[f] * f**2 / first_order for f in factors}
fall = (ratio[1] - 1) / (ratio[2] - 1)
assert 3.5 < fall < 4.5                      # error of the formula falls as 1/c^2

# Remove the next order in 1/c^2 and read off the coefficient of V'/(c^2 r) l.s.
limit_ratio = (4 * ratio[4] - ratio[2]) / 3
dirac_coefficient = limit_ratio * first_order * C**2 / ((ls_high - ls_low) * mean_slope)
assert abs(dirac_coefficient - 0.5) < 1e-4
assert abs(dirac_coefficient - (magnetic_coefficient - thomas_coefficient)) < 1e-3

# Each level separately against the complete order-1/c^2 Hamiltonian.
mass_velocity = -(w @ (P**2 * (E0 - V)**2)) / (2 * C**2)
laplacian = -(Z - 1) * mu**2 * np.exp(-mu * r) / r
darwin = w @ (P**2 * laplacian) / (8 * C**2)
predicted, extrapolated = [], []
for index, ls in enumerate((ls_low, ls_high)):
    predicted.append(mass_velocity + darwin + ls * mean_slope / (2 * C**2))
    scaled = {f: f**2 * (levels[f][index] - E0) for f in (2, 4)}
    extrapolated.append((4 * scaled[4] - scaled[2]) / 3)
    assert abs(extrapolated[-1] - predicted[-1]) < 1e-3 * first_order

# ---------- growth with nuclear charge at fixed screening ----------
trend = []
for Zt in (10, 20, 40, 80):
    Et, rt, wt, Pt, _ = schroedinger_2p(Zt, mu)
    ft = 1.5 * (wt @ (Pt**2 * potential_slope(rt, Zt, mu) / rt)) / (2 * C**2)
    full = dirac_level(-2, Zt, mu, C, Et) - dirac_level(1, Zt, mu, C, Et)
    trend.append((Zt, ft, full, full / ft))
assert all(b[3] > a[3] > 1 for a, b in zip(trend, trend[1:]))


def K_factor(radius):
    return 2 * C**2 / (2 * C**2 + E0 - potential(radius, Z, mu))


print(f"speed of light c = {C:.6f} a.u.")
print(f"one hartree = {HARTREE_EV:.6f} eV")
print(f"elimination identity, largest error = {identity_error:.1e}")
print(f"magnetic identity (g = 2), largest error = {magnetic_error:.1e}")
print(f"rest-frame magnetic coefficient = {magnetic_coefficient:.5f}")
print(f"Thomas rotation coefficient = {thomas_coefficient:.5f}")
print(f"magnetic minus Thomas = {magnetic_coefficient - thomas_coefficient:.5f}")
print(f"coefficient from full Dirac levels = {dirac_coefficient:.6f}")
print(f"l.s for p1/2 = {ls_low:.3f}, for p3/2 = {ls_high:.3f}")
print(f"model: Z = {Z}, mu = {mu:.1f} per bohr")
print(f"nonrelativistic 2p energy = {E0:.6f} hartree")
print(f"mean radius of 2p = {mean_r:.5f} bohr")
print(f"K at the mean radius = {K_factor(mean_r):.6f}")
print(f"K at 0.001 bohr = {K_factor(0.001):.4f}")
print(f"mean of (dV/dr)/r = {mean_slope:.4f} hartree/bohr^2")
print(f"first-order splitting = {first_order:.6f} hartree"
      f" = {first_order * HARTREE_EV:.4f} eV")
print(f"splitting without the half = {2 * first_order:.6f} hartree")
print(f"small-component norm, p1/2 = {small_norm_half:.7f}")
print(f"small-component norm, p3/2 = {small_norm_three:.7f}")
print(f"small-component potential energy, p1/2 = {small_V_half:.6f} hartree")
print(f"small-component potential energy, p3/2 = {small_V_three:.6f} hartree")
print(f"their difference = {small_V_three - small_V_half:.6f} hartree")
print(f"Dirac 2p1/2 energy = {levels[1][0]:.6f} hartree")
print(f"Dirac 2p3/2 energy = {levels[1][1]:.6f} hartree")
print(f"Dirac splitting = {splitting[1]:.6f} hartree"
      f" = {splitting[1] * HARTREE_EV:.4f} eV")
for f in factors:
    print(f"light speed {f}c: Dirac/first-order splitting = {ratio[f]:.6f}")
print(f"excess ratio, c against 2c = {fall:.3f}")
print(f"mass-velocity shift = {mass_velocity:.6f} hartree")
print(f"Darwin shift = {darwin:.6f} hartree")
for name, a, b in zip(("p1/2", "p3/2"), predicted, extrapolated):
    print(f"order-1/c^2 shift {name}: formula {a:.6f}, Dirac {b:.6f} hartree")
for Zt, ft, full, q in trend:
    print(f"Z = {Zt}: first order {ft:.5f}, Dirac {full:.5f} hartree, ratio {q:.4f}")
print("done: every assertion held")
```

Printed output:

```
speed of light c = 137.035999 a.u.
one hartree = 27.211386 eV
elimination identity, largest error = 6.2e-17
magnetic identity (g = 2), largest error = 0.0e+00
rest-frame magnetic coefficient = 1.00005
Thomas rotation coefficient = 0.50004
magnetic minus Thomas = 0.50001
coefficient from full Dirac levels = 0.499998
l.s for p1/2 = -1.000, for p3/2 = 0.500
model: Z = 20, mu = 1.0 per bohr
nonrelativistic 2p energy = -33.180058 hartree
mean radius of 2p = 0.25621 bohr
K at the mean radius = 0.999252
K at 0.001 bohr = 0.6531
mean of (dV/dr)/r = 6301.2890 hartree/bohr^2
first-order splitting = 0.251664 hartree = 6.8481 eV
splitting without the half = 0.503328 hartree
small-component norm, p1/2 = 0.0012775
small-component norm, p3/2 = 0.0012775
small-component potential energy, p1/2 = -0.356329 hartree
small-component potential energy, p3/2 = -0.104665 hartree
their difference = 0.251664 hartree
Dirac 2p1/2 energy = -33.497683 hartree
Dirac 2p3/2 energy = -33.242505 hartree
Dirac splitting = 0.255178 hartree = 6.9438 eV
light speed 1c: Dirac/first-order splitting = 1.013963
light speed 2c: Dirac/first-order splitting = 1.003453
light speed 4c: Dirac/first-order splitting = 1.000861
excess ratio, c against 2c = 4.043
mass-velocity shift = -0.145656 hartree
Darwin shift = -0.000508 hartree
order-1/c^2 shift p1/2: formula -0.313940, Dirac -0.313939 hartree
order-1/c^2 shift p3/2: formula -0.062276, Dirac -0.062276 hartree
Z = 10: first order 0.01362, Dirac 0.01367 hartree, ratio 1.0037
Z = 20: first order 0.25166, Dirac 0.25518 hartree, ratio 1.0140
Z = 40: first order 4.19562, Dirac 4.43473 hartree, ratio 1.0570
Z = 80: first order 67.88977, Dirac 86.74226 hartree, ratio 1.2777
done: every assertion held
```
